# Hydrogen before a perfect conductor: from image force to retarded attraction

## Problem

A hydrogen atom in its ground state is held at a distance $z$ from a plane, perfectly conducting wall. The nucleus is fixed, the electron is non-relativistic, its spin is ignored, and the temperature is zero. The distance is large compared with the Bohr radius $a_0$, so the electron cloud does not touch the wall. We want the part $U(z)$ of the ground-state energy that depends on $z$, to leading order in $a_0/z$ and to lowest order in the coupling to the radiation field.

(a) Keep only the electrostatic interaction with the wall. Express the coefficient $C_3$ in $U=-C_3/z^3$ through $\langle r^2\rangle$, and evaluate it for hydrogen.

(b) Add the quantized transverse field and find $U(z)$ for every $z\gg a_0$.

(c) Find the limit of large $z$ in terms of the static polarizability.

(d) Compute the polarizability of hydrogen and the distance at which the two limiting laws cross. How good are these laws near that distance?

## Hints

1. Image charges move when the real charges move. Compare the energy of the real half-space with that of the full space containing charges and images.
2. In Coulomb gauge the electrostatic energy of part (a) remains in the Hamiltonian. The transverse field enters through $\mathbf p\cdot\mathbf A$ in second order and $\mathbf A^2$ in first order. An oscillator-strength sum rule combines them.
3. The mode integral oscillates along real wave numbers and decays along imaginary ones. When turning the path, look closely at the origin.
4. For the polarizability, write the first-order function as a function $f$ times the ground state. The equation for $f$ has a polynomial solution.

## Solution

### (a) The image energy

Let the electron be displaced from the nucleus by $\mathbf r$, with component $\zeta$ along the outward normal and $\rho$ parallel to the wall. The nucleus, charge $+e$, is at height $z$; the electron, charge $-e$, is at height $z+\zeta$. Each has an image of opposite charge at the mirrored position.

In the full space, charges and images together have a field energy shared equally by the two halves, by mirror symmetry. Only one half is real, so each charge–image interaction counts with a factor $1/2$. The nucleus and its image are $2z$ apart and contribute $-1/(4z)$, in units of $e^2/(4\pi\varepsilon_0)$. The electron and its image contribute $-1/[4(z+\zeta)]$. There are two cross pairs, each with charges of equal sign at the same separation; half their sum is one repulsive term. Hence

$$W=\frac{e^2}{4\pi\varepsilon_0}\left[-\frac1{4z}-\frac1{4(z+\zeta)}+\frac1{\sqrt{(2z+\zeta)^2+\rho^2}}\right].$$

For $r\ll z$ the second term is

$$-\frac1{4(z+\zeta)}=-\frac1{4z}+\frac{\zeta}{4z^2}-\frac{\zeta^2}{4z^3}+\dots$$

In the third, write the root as $2z\sqrt{1+s}$ with $s=\zeta/z+(\zeta^2+\rho^2)/(4z^2)$, and use $(1+s)^{-1/2}=1-s/2+3s^2/8-\dots$:

$$\frac1{2z\sqrt{1+s}}=\frac1{2z}-\frac{\zeta}{4z^2}+\frac{2\zeta^2-\rho^2}{16z^3}+\dots$$

The orders $1/z$ and $1/z^2$ cancel because the atom is neutral. What remains is

$$W=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{\rho^2+2\zeta^2}{16z^3}.$$

The ground state is spherical, so $\langle\zeta^2\rangle=\langle r^2\rangle/3$ and $\langle\rho^2\rangle=2\langle r^2\rangle/3$. Their combination is $\langle\rho^2+2\zeta^2\rangle=4\langle r^2\rangle/3$, and first-order perturbation theory gives

$$U_{\rm im}=-\frac{C_3}{z^3},\qquad C_3=\frac{e^2\langle r^2\rangle}{48\pi\varepsilon_0}.$$

In atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$) this is $C_3=\langle r^2\rangle/12$. The 1s radial density is $4r^2e^{-2r}$, so

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},\qquad \langle r^2\rangle=\frac{24}{8}=3,$$

and $C_3=1/4$ a.u. The mean dipole vanishes, but its square does not: each instantaneous dipole is attracted by its own image.

### (b) Adding the transverse field

**The modes.** Put the wall at height $0$ and let $h$ be the height. A mode has wave vector components $\boldsymbol\kappa$ along the wall and $k_z$ normal to it, with $k^2=\kappa^2+k_z^2$ and $\omega=ck$. Apart from the factor $e^{i\boldsymbol\kappa\cdot\mathbf x}$, the two polarizations are

$$\text{TE: }\hat{\mathbf s}\sin k_zh,\qquad \text{TM: }\frac{ik_z}{k}\hat{\boldsymbol\kappa}\sin k_zh-\frac{\kappa}{k}\hat{\mathbf z}\cos k_zh,$$

where $\hat{\mathbf s}$ lies in the wall, perpendicular to $\boldsymbol\kappa$. Both have zero divergence and no tangential component at $h=0$.

The vacuum energy of a mode is $\hbar\omega/2$, half of it electric. If $\mathbf E_k$ is the amplitude multiplying the photon annihilation operator, then $\frac{\varepsilon_0}{2}\int|\mathbf E_k|^2d^3r=\hbar\omega/4$. In a box of volume $V$ each function above has squared norm $V/2$, so its squared prefactor is $\hbar\omega/(\varepsilon_0V)$. For a box of depth $L$, $k_z$ takes positive values spaced by $\pi/L$. Since the intensities are even in $k_z$, the sum over modes becomes $V/(8\pi^3)\int d^3k$ over all directions.

With $\mu=k_z/k$, the summed intensity of the two polarizations at height $z$ is

$$\sin^2(k\mu z)+\mu^2\sin^2(k\mu z)+(1-\mu^2)\cos^2(k\mu z)=1-\mu^2\cos(2k\mu z).$$

The 1 is the free-space value and is dropped. The azimuthal integral gives $2\pi$, so the position-dependent part of $\sum_k|\mathbf E_k|^2$ is

$$\frac{\hbar c}{4\pi^2\varepsilon_0}\int_0^\infty dk\,k^3G(2kz),\tag{1}$$

$$G(q)=-\int_{-1}^1\mu^2\cos(q\mu)\,d\mu=-\left[\frac{2\sin q}{q}+\frac{4\cos q}{q^2}-\frac{4\sin q}{q^3}\right].$$

**The energy shift.** The kinetic energy $(\mathbf p+e\mathbf A)^2/2m$ contains the couplings $(e/m)\mathbf p\cdot\mathbf A$ and $e^2\mathbf A^2/2m$. We take $\mathbf A$ at the nucleus. This is justified for $r\ll z$, since the path turned below shows that the position-dependent energy involves field variations on the scale $z$ or longer. One neglected piece, the shift from the variation of $\mathbf A^2$ across the atom, falls as $z^{-4}$ like the retarded law of part (c). It is smaller than that law by a factor of order the square of the fine-structure constant and is dropped together with relativistic corrections.

Let $\hbar\omega_n$ be the excitation energy of level $n$, and $|\mathbf d_{n0}|^2$ the squared dipole matrix element summed over components and over the states of the level. Sums over $n$ include the continuum. For a spherical ground state each field component receives one third of this strength. For one mode, with $|\mathbf A_k|^2=|\mathbf E_k|^2/\omega^2$, the shift is

$$|\mathbf A_k|^2\left[\frac{e^2}{2m}-\frac{e^2}{3m^2}\sum_n\frac{|\mathbf p_{n0}|^2}{\hbar(\omega_n+\omega)}\right].$$

The atomic Hamiltonian $H_0$ obeys $[\mathbf r,H_0]=i\hbar\mathbf p/m$. Its matrix element gives $\mathbf p_{n0}=im\omega_n\mathbf r_{n0}$. Inserting this into $\langle0|[x,p_x]|0\rangle=i\hbar$ gives $2im\sum_n\omega_n|x_{n0}|^2=i\hbar$. Adding the three directions and multiplying by $e^2$,

$$\sum_n\omega_n|\mathbf d_{n0}|^2=\frac{3\hbar e^2}{2m},\qquad\text{so}\qquad \frac{e^2}{2m}=\frac1{3\hbar}\sum_n\omega_n|\mathbf d_{n0}|^2.$$

The bracket becomes

$$\frac1{3\hbar}\sum_n|\mathbf d_{n0}|^2\left[\omega_n-\frac{\omega_n^2}{\omega_n+\omega}\right]=\frac1{3\hbar}\sum_n|\mathbf d_{n0}|^2\frac{\omega_n\omega}{\omega_n+\omega}.$$

Dividing by $\omega^2$, using (1), and setting $k_n=\omega_n/c$, we obtain

$$U_{\rm tr}=\sum_n\frac{|\mathbf d_{n0}|^2}{12\pi^2\varepsilon_0}\,I_n,\qquad I_n=\int_0^\infty dk\,k^2G(2kz)\frac{k_n}{k+k_n}.\tag{2}$$

The integrand oscillates without decaying at large $k$. The integral is defined with a smooth cutoff $e^{-\eta k}$, followed by $\eta\to0$.

**Turning the path.** For real $q$, $G(q)=-\operatorname{Im}F(q)$ with

$$F(q)=e^{iq}\left(\frac2q+\frac{4i}{q^2}-\frac4{q^3}\right).$$

In the first quadrant of complex $k$, both $e^{2ikz}$ and the cutoff keep the integrand small on a large arc, and the pole at $-k_n$ lies outside. The real path from $\epsilon$ to infinity may therefore be replaced by a quarter circle from $\epsilon$ to $i\epsilon$ and the imaginary axis above it.

Near $q=0$, expanding $e^{iq}$ gives $1/q^2$ with coefficient $4i-4i=0$ and $1/q$ with coefficient $2-4+2=0$. So $F=-4/q^3$ plus a finite part. With $q=2kz$ the integrand near the origin is $k^2\cdot(-4)/(8k^3z^3)=-1/(2z^3k)$. On the quarter circle $\int dk/k=i\pi/2$, which gives $-i\pi/(4z^3)$. Since $I_n$ is minus the imaginary part, this piece adds $+\pi/(4z^3)$.

On the imaginary axis set $k=iu$ and $s=2uz$. Then

$$F(is)=-ie^{-s}\left(\frac2s+\frac4{s^2}+\frac4{s^3}\right),\qquad dk\,k^2=-iu^2du.$$

The product of the prefactors is $(-i)(-i)=-1$, so the integrand is

$$-u^2e^{-s}\left(\frac2s+\frac4{s^2}+\frac4{s^3}\right)\frac{k_n}{k_n+iu}.$$

Its part diverging as $1/u$ is real and does not matter. Since $\operatorname{Im}(k_n+iu)^{-1}=-u/(k_n^2+u^2)$, the imaginary part is positive and enters $I_n$ with a minus sign. Finally,

$$u^3\left(\frac2s+\frac4{s^2}+\frac4{s^3}\right)=\frac{u^2}{z}+\frac{u}{z^2}+\frac1{2z^3}=\frac{1+2uz+2u^2z^2}{2z^3}.$$

Together,

$$I_n=\frac{\pi}{4z^3}-\frac1{2z^3}\int_0^\infty du\,\frac{k_n}{k_n^2+u^2}e^{-2uz}(1+2uz+2u^2z^2).\tag{3}$$

**The cancellation.** Because $\langle\mathbf d\rangle=0$, closure gives $\sum_n|\mathbf d_{n0}|^2=e^2\langle r^2\rangle$. The first term of (3), put into (2), contributes

$$\frac{e^2\langle r^2\rangle}{12\pi^2\varepsilon_0}\,\frac{\pi}{4z^3}=+\frac{e^2\langle r^2\rangle}{48\pi\varepsilon_0z^3}=-U_{\rm im}.$$

The instantaneous image energy cancels, and the second term of (3) is the whole result. The polarizability at imaginary frequency is

$$\alpha(i\xi)=\frac2{3\hbar}\sum_n\frac{\omega_n|\mathbf d_{n0}|^2}{\omega_n^2+\xi^2}.$$

With $\xi=cu$ we have $du\,k_n/(k_n^2+u^2)=d\xi\,\omega_n/(\omega_n^2+\xi^2)$. The prefactor is $\frac1{24\pi^2\varepsilon_0}\cdot\frac{3\hbar}2=\frac{\hbar}{16\pi^2\varepsilon_0}$, so

$$U(z)=-\frac{\hbar}{16\pi^2\varepsilon_0z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,g\!\left(\frac{\xi z}{c}\right),\qquad g(x)=e^{-2x}(1+2x+2x^2).\tag{4}$$

**Return to part (a).** For $z\ll c/\omega_n$ at the frequencies that carry the dipole strength, $g\to1$. Each level then gives $\int_0^\infty d\xi\,\omega_n/(\omega_n^2+\xi^2)=\pi/2$, so $\int\alpha\,d\xi=\pi e^2\langle r^2\rangle/(3\hbar)$, and (4) returns $-C_3/z^3$. The electrostatic answer holds in this window, still with $z\gg a_0$.

### (c) The retarded limit

For $z\gg c/\omega_n$, the factor $g$ restricts $\xi$ to about $c/z$, far below the excitation frequencies. There $\alpha(i\xi)$ may be replaced by $\alpha(0)$. With $\xi=cx/z$ the remaining integral is

$$\int_0^\infty e^{-2x}(1+2x+2x^2)\,dx=\frac12+\frac2{4}+2\cdot\frac2{8}=\frac32,$$

and therefore

$$U=-\frac{C_4}{z^4},\qquad C_4=\frac{3\hbar c\,\alpha(0)}{32\pi^2\varepsilon_0}.$$

In terms of the polarizability volume $\alpha_{\rm v}=\alpha(0)/(4\pi\varepsilon_0)$, this is $U=-3\hbar c\,\alpha_{\rm v}/(8\pi z^4)$. The minus sign means attraction.

The same law follows from the field fluctuations alone. A field whose relevant frequencies, here about $c/z$, lie far below the excitation frequencies $\omega_n$ acts on the atom as a static one and shifts the energy by $-\frac12\alpha(0)\Delta\langle E^2\rangle$, where $\Delta\langle E^2\rangle$ is expression (1). The same turn of path, now with $k^3$ in place of $k^2k_n/(k+k_n)$, has no pole at the origin. There $dk\,k^3=u^3du$, so the integral is

$$\int_0^\infty du\,\frac{e^{-2uz}(1+2uz+2u^2z^2)}{2z^3}=\frac{3}{4z^4}.$$

Thus $\Delta\langle E^2\rangle=3\hbar c/(16\pi^2\varepsilon_0z^4)$, which reproduces $C_4$.

Both laws overestimate the attraction given by (4). Since $g'(x)=-4x^2e^{-2x}<0$, we have $g<1$ for $x>0$, and so $|U|<C_3/z^3$. Since $\alpha(i\xi)<\alpha(0)$ for $\xi>0$, also $|U|<C_4/z^4$.

At nonzero temperature $T$, thermal photons change the fluctuations of modes with $\hbar\omega\lesssim k_BT$. The retarded law therefore also requires $z\ll\hbar c/(k_BT)$. A real metal must reflect well at the frequencies that matter. In this regime they extend to a few times $c/z$: the range $x>1$ supplies a fraction $3e^{-2}$, or 41%, of the integral of $g$. At shorter distances the frequencies that matter are those of the atom, 10 eV and above for hydrogen, near or beyond the plasma energy of common metals. There the perfect wall overestimates the attraction strongly. For a free-electron (Drude) metal with plasma energy 9 eV and damping 0.035 eV, $C_3$ is about $0.085$ a.u. instead of $1/4$, and $U$ is about 35%, 52%, 76% and 96% of the perfect-wall value at 1, 20, 100 and 1000 nm. The numbers of part (d) belong to the ideal wall.

### (d) Hydrogen in numbers

**Polarizability.** In atomic units a field of strength $\mathcal F$ along the normal adds $\mathcal F r\cos\theta$ to the Hamiltonian. Write the first-order function as $\mathcal F f\psi_0$, with $\psi_0\propto e^{-r}$. Since $(H_0-E_0)\psi_0=0$ and $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,

$$(H_0-E_0)f\psi_0=\psi_0\left(-\tfrac12\nabla^2f+\partial_rf\right),$$

which must equal $-r\cos\theta\,\psi_0$. Try $f=-(r+r^2/2)\cos\theta$. Because $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=4\cos\theta$, the two terms are $\cos\theta$ and $-(1+r)\cos\theta$. Their sum is $-r\cos\theta$, as required.

The second-order energy is $\mathcal F^2\langle r\cos\theta\,f\rangle=-\frac12\alpha(0)\mathcal F^2$. With $\langle\cos^2\theta\rangle=1/3$ and $\langle r^3\rangle=120/16=7.5$,

$$\alpha(0)=2\left(\frac{\langle r^2\rangle}3+\frac{\langle r^3\rangle}6\right)=2(1+1.25)=\frac92 .$$

So $\alpha_{\rm v}=4.5\,a_0^3$.

**Coefficients.** With $c=137.036$ a.u.,

$$C_4=\frac{3(137.036)(4.5)}{8\pi}=73.61\ \text{a.u.},\qquad \frac{C_4}{C_3}=\frac{73.61}{0.25}=294.4\,a_0=15.6\ \text{nm}.$$

In SI units $C_3=1.615\times10^{-49}$ J m³ and $C_4=2.516\times10^{-57}$ J m⁴. The crossing distance is comparable with $c/\omega=19.3$ nm for the lowest excitation, $0.375$ hartree.

**The range between.** Formula (4), evaluated with a discrete basis for the p states that also represents the continuum, gives:

| $z$ (nm) | $U$ (J) | $U/(-C_3z^{-3})$ | $U/(-C_4z^{-4})$ |
|---:|---:|---:|---:|
| 1 | $-1.546\times10^{-22}$ | 0.957 | 0.061 |
| 5 | $-1.048\times10^{-24}$ | 0.811 | 0.260 |
| 20 | $-1.011\times10^{-26}$ | 0.501 | 0.643 |
| 100 | $-2.406\times10^{-29}$ | 0.149 | 0.956 |
| 1000 | $-2.515\times10^{-33}$ | 0.016 | 0.9995 |

At 20 nm neither law is adequate: the true shift is 50% of the first and 64% of the second. The Coulomb-gauge parts there are

$$U_{\rm im}+U_{\rm tr}=(-2.019+1.008)\times10^{-26}\ \text{J}=-1.011\times10^{-26}\ \text{J}.$$

The program obtains $U_{\rm tr}$ from modes of real frequency, before any turn of path. The agreement of this sum with (4) is one of its tests.

## Variation 1: the finite size of the atom

*Stay with first-order electrostatics. What follows the $z^{-3}$ term?*

The repulsive term of $W$ is the potential at $\mathbf r$ of a unit charge a distance $2z$ from the nucleus. Its average over a sphere of radius $r<2z$ is the value at the centre, $1/(2z)$. Apart from the exponentially small part of the cloud near and beyond the wall, this cancels the leading attractive terms. In atomic units there remains the asymptotic series

$$\langle W\rangle=-\frac14\left[\frac{\langle\zeta^2\rangle}{z^3}+\frac{\langle\zeta^4\rangle}{z^5}+\dots\right]=-\frac{\langle r^2\rangle}{12z^3}-\frac{\langle r^4\rangle}{20z^5}-\dots,$$

because odd powers of $\zeta$ average to zero and $\langle\cos^4\theta\rangle=1/5$. With $\langle r^4\rangle=720/32=22.5$ the new term is $-1.125/z^5$, a fraction $4.5/z^2$ of the leading one. At $z=20\,a_0$ this is 1.1%. The unexpanded $W$, averaged numerically over the region $r<0.9z$ (this avoids the singularity of $1/(z+\zeta)$ at the wall and omits only an exponentially small part of the density), gives $-z^3\langle W\rangle=0.25289$ there, against $0.25+1.125/400=0.25281$ from two terms. Second-order effects of $W$ start at $z^{-6}$, since $W$ itself starts at $z^{-3}$.

## Variation 2: the first sign of retardation

*How does (4) depart from $-C_3/z^3$ when $z$ is small compared with $c/\omega_n$?*

The departure is

$$U+\frac{C_3}{z^3}=\frac{\hbar}{16\pi^2\varepsilon_0z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,[1-g(\xi z/c)].$$

For small $x$, $1-g\approx4x^3/3$, so the integral comes from $\xi\sim c/z$ and above, far beyond the main excitation frequencies. There the sum rule gives $\alpha(i\xi)\to e^2/(m\xi^2)$, the response of a free electron. With $\xi=cx/z$ and an integration by parts whose boundary terms vanish,

$$\int_0^\infty\frac{1-g(x)}{x^2}dx=\int_0^\infty\frac{-g'(x)}{x}dx=\int_0^\infty4xe^{-2x}dx=1.$$

The integral over $\xi$ is thus $e^2z/(mc)$, and

$$U\approx-\frac{C_3}{z^3}+\frac{e^2\hbar}{16\pi^2\varepsilon_0mc\,z^2}.$$

The correction is repulsive and, for a one-electron atom with a spherical ground state, independent of the level structure. In atomic units it is $1/(4\pi cz^2)$. For hydrogen it reduces the attraction by the fraction $z/(\pi c)$. At 1 nm, or $18.9\,a_0$, this is $18.9/(137.04\,\pi)=4.4\%$, close to the 4.3% in the table. The finite-size term of Variation 1, which (4) omits, increases the attraction by $4.5/18.9^2=1.3\%$ at the same distance. For the perfectly conducting wall, a calculation at this distance that aims at one per cent needs both. At a real metal the finite reflectivity at the atomic frequencies is a far larger effect, as noted in part (c).

## Calculated quantities

```
Bohr radius = 5.291772e-11 m
Hartree energy = 4.359745e-18 J
speed of light = 137.0360 a.u.
<r^2> in 1s = 3.000000 a0^2
<r^4> in 1s = 22.500000 a0^4
C3 from <r^2>/12 = 0.250000 a.u.
C3 from frequency integral = 0.250000 a.u.
C3 = 1.61512e-49 J m^3
-z^3 <full image energy> at z = 20 a0: 0.252886 a.u.
  same from three-term expansion: 0.252883 a.u.
oscillator-strength sum = 1.000000
lowest excitation energy = 0.375000 hartree
c/omega for lowest excitation = 19.338 nm
polarizability volume = 4.500000 a0^3
SI polarizability = 7.41950e-41 C m^2/V
C4 = 73.6086 a.u.
C4 = 2.51648e-57 J m^4
crossing distance C4/C3 = 15.581 nm
first retardation correction / predicted = 0.9999
z^4 Int k^3 G dk from damped modes = 0.75000
Coulomb-gauge parts at z = 20 nm:
  image energy = -2.01890e-26 J
  transverse-field energy = 1.00828e-26 J
  sum = -1.01062e-26 J
  imaginary-frequency formula = -1.01062e-26 J
z (nm), U (J), U/(-C3/z^3), U/(-C4/z^4):
      1  -1.5456e-22  0.9570  0.0614
      5  -1.0475e-24  0.8107  0.2602
     20  -1.0106e-26  0.5006  0.6426
    100  -2.4064e-29  0.1490  0.9563
   1000  -2.5152e-33  0.0156  0.9995
```
